\section*{Ion Crossing Time in a Collisionless Child-Law Sheath, part 2}

How long does a positive ion take to cross a planar sheath, from the edge $x=0$ to the wall $x=s$? Ions have charge $e$, mass $M$ and speed $u$ at time $t$ after entry. The potential $\Phi$ is zero at the edge and $-V$ at the wall, with $V>0$, and the field is $E=-d\Phi/dx$. The impact speed is $v$, the ion current density $J$, and $k=eJ/(\varepsilon_0M)$.

The Child sheath is steady, without electrons or collisions, and has zero field at the edge. Its ions start from rest, meaning the limit of vanishing entry speed or initial displacement. Then
\begin{equation}
v=\frac{kT_{\rm C}^2}{2},\qquad T_{\rm C}=\frac{3s}{v},\qquad
J=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V^{3/2}}{s^2}.
\label{eq:recall}
\end{equation}
The potential is $\Phi=-V(x/s)^{4/3}$ and the wall field $4V/(3s)$. The field felt by a moving ion obeys
\begin{equation}
\frac{d}{dt}E\bigl(x(t)\bigr)=\frac{dx}{dt}\frac{dE}{dx}
=u\,\frac{J}{\varepsilon_0u}=\frac{J}{\varepsilon_0}.
\label{eq:dEdt}
\end{equation}
A uniform field $V/s$ gives $T_{\rm U}=2s/v$.

The electron temperature $T_e$ is in volts, so $eT_e$ is an energy. With ion density $n$ at the edge, the Bohm speed is $u_{\rm B}=\sqrt{eT_e/M}$, the Debye length is $\lambda_{\rm D}=\sqrt{\varepsilon_0T_e/(en)}$, and $J=enu_{\rm B}$. The Child thickness follows from
\begin{align}
s^2&=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,V^{3/2}\,
\frac{1}{en}\sqrt{\frac{M}{eT_e}}
=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0}{en}\,\frac{V^{3/2}}{T_e^{1/2}}
\nonumber\\
&=\frac{4\sqrt2}{9}\,\lambda_{\rm D}^2\left(\frac{V}{T_e}\right)^{3/2}.
\label{eq:sdebye}
\end{align}

The example is argon (39.948 u) above a wafer in a high-density etching plasma, with a constant sheath voltage of 200 V, an electron temperature of 3 eV and $n=10^{11}$ cm$^{-3}$. These give $u_{\rm B}=2.692$ km/s, $J=4.313$ mA/cm$^2$, $\lambda_{\rm D}=0.0407$ mm, $s=0.7531$ mm, $v=31.08$ km/s, $s/v=24.23$ ns, $T_{\rm C}=72.69$ ns and $T_{\rm U}=48.46$ ns.

\subsection{How the time scales}

The formula $3s/v$ seems to say that a higher voltage shortens the flight. This is true at fixed $s$, but the thickness of a Child sheath is not fixed. From \eqref{eq:recall},
\begin{equation}
T_{\rm C}=\sqrt{\frac{2v}{k}},
\end{equation}
and at fixed $J$ and $M$ the time grows as $v^{1/2}$, that is, as $V^{1/4}$. The sheath widens as $V^{3/4}$ while the speed rises as $V^{1/2}$. At fixed voltage and mass, $T_{\rm C}$ varies as $J^{-1/2}$. At fixed $V$, $n$ and $T_e$, the thickness \eqref{eq:sdebye} does not depend on the mass, and $T_{\rm C}$ varies as $M^{1/2}$.

The crossing time also sets the sideways displacement of an ion. Suppose an ion has a small constant speed $w$ parallel to the wall, with no sideways force. It arrives at an angle $\theta$ from the normal, with $\tan\theta=w/v$, and is displaced by
\begin{equation}
wT_{\rm C}=3s\tan\theta .
\end{equation}
In the uniform field the displacement is $2s\tan\theta$. The angle is the same in both cases, since it depends on the final speeds alone. The factor 3 therefore affects where and when an ion lands in this model, but not its direction.

\subsection{Finite entry speed}

Let the ions enter with speed $u_0$, still with zero field at the edge and no electrons. The argument that the field felt by an ion rises at the rate $J/\varepsilon_0$ did not use the entry speed. The acceleration is again $kt$, and
\begin{equation}
u=u_0+\frac{kt^2}{2},\qquad x=u_0t+\frac{kt^3}{6}.
\end{equation}
At the wall, at time $T$, the first equation gives $kT^2/2=v-u_0$. Insert this in the second:
\begin{equation}
s=u_0T+\frac T3\,\frac{kT^2}{2}
=u_0T+\frac{(v-u_0)T}{3}=\frac{(v+2u_0)T}{3}.
\end{equation}
Hence
\begin{equation}
T=\frac{3s}{v+2u_0}.
\label{eq:entry}
\end{equation}
As $u_0/v\to0$ this becomes $3s/v$, which confirms the meaning of ``from rest'' as a limit. To first order the relative reduction is $2u_0/v$, so even a modest entry speed matters. In the opposite limit, $u_0\to v$, the ion hardly accelerates and $T\to s/v$.

Equation \eqref{eq:entry} was tested against Poisson's equation integrated in space, in units where $e/M$, $\varepsilon_0$, $J$ and $s$ are all 1. The travel time was accumulated from $dx/u$, with $u$ taken from energy conservation and without using the formulas for $u(t)$ and $x(t)$. For an entry speed of 0.15 in these units, $u_0/v=0.0990$ and $Tv/s=2.50424$; the formula gives $3/1.198=2.504$. For an entry speed of $10^{-4}$ the result was 2.99964.

In the example $u_0=u_{\rm B}$, and the impact speed rises slightly, to $\sqrt{31.08^2+2.692^2}=31.20$ km/s. The ratio $u_0/v$ is 0.0863, and
\begin{equation}
\frac{Tv}{s}=\frac{3}{1+2\times0.0863}=2.56 .
\end{equation}
This is 15\% below 3. The time itself changes less. With $J$ and $V$ held fixed, it becomes 69.62 ns, which is 4\% below the Child value, while the thickness rises from 0.7531 to 0.8489 mm. Faster ions near the edge carry the same current with less charge, and a wider sheath is needed to build up the voltage.

For a fair comparison the uniform field should receive the same entry speed. Its mean speed is then $(u_0+v)/2$, and its time $2s/(v+u_0)$. At equal $s$, $u_0$ and $v$ the ratio of the two times is
\begin{equation}
\frac{3(v+u_0)}{2(v+2u_0)}=1.39
\end{equation}
for the numbers above, in place of 1.5.

\subsection{Electrons and the missing sharp edge}

A real sheath contains some electrons near its edge. Take them to be in Boltzmann equilibrium, $n_e=n\,e^{-\eta}$, where $\eta=-\Phi/T_e$ is the potential drop in units of the electron temperature. Ions that enter at the Bohm speed have $u^2=u_{\rm B}^2+2eT_e\eta/M=u_{\rm B}^2(1+2\eta)$, and continuity gives their density $n/\sqrt{1+2\eta}$. Poisson's equation reads
\begin{equation}
\lambda_{\rm D}^2\frac{d^2\eta}{dx^2}=\frac{1}{\sqrt{1+2\eta}}-e^{-\eta}.
\end{equation}
Multiply by $d\eta/dx$ and integrate from the edge, where $\eta$ and $d\eta/dx$ are zero:
\begin{equation}
\frac{\lambda_{\rm D}^2}{2}\left(\frac{d\eta}{dx}\right)^2
=\sqrt{1+2\eta}-1+e^{-\eta}-1 .
\label{eq:first}
\end{equation}
For small $\eta$ the two functions expand as
\begin{align}
\sqrt{1+2\eta}&=1+\eta-\frac{\eta^2}{2}+\frac{\eta^3}{2}+\dots,\\
e^{-\eta}&=1-\eta+\frac{\eta^2}{2}-\frac{\eta^3}{6}+\dots
\end{align}
The linear and quadratic terms cancel in \eqref{eq:first}, and $\eta^3/3$ remains. Therefore
\begin{equation}
\lambda_{\rm D}\frac{d\eta}{dx}\approx\sqrt{\frac23}\,\eta^{3/2}.
\end{equation}
The distance from a plane with a small drop $\eta_1$ to a fixed plane deeper in the sheath is, to leading order,
\begin{equation}
\lambda_{\rm D}\sqrt{\frac32}\int_{\eta_1}\eta^{-3/2}\,d\eta
\approx\lambda_{\rm D}\sqrt{\frac{6}{\eta_1}} .
\end{equation}
It grows without limit as $\eta_1\to0$. In this idealized model the sheath has no edge at a finite distance. In a real plasma a weak field outside the sheath ends this divergence, but that region is not part of the model.

A thickness and a crossing time can be stated once a starting plane is chosen. From the plane where the potential has dropped by $T_e$, the distance to the wall is 0.9269 mm and the time 67.12 ns, so $Tv/s=2.26$. From the plane where it has dropped by $0.1\,T_e$, the values are 1.1998 mm, 147.00 ns and 3.82. The factor can thus lie on either side of 3. The second set of values belongs to the idealized model. At $0.1\,T_e$ the model field is only about $0.024\,T_e/\lambda_{\rm D}$, comparable to the field that collisions maintain at the plasma boundary, of order $(\lambda_{\rm D}/\ell)^{3/5}\,T_e/\lambda_{\rm D}\approx0.02\,T_e/\lambda_{\rm D}$ for the mean free path $\ell=27.6$ mm used below. With that field included the values fall to about 1.14 mm, 130 ns and 3.5, while those from the plane at $T_e$ hardly change.

The reason is visible in the difference between the two planes. The added layer is 0.273 mm thick and takes 79.9 ns, at a mean speed of 3.4 km/s, not far above the Bohm speed. Such a layer adds much more to the time than to the thickness, when each is compared with the rest of the sheath. As $\eta_1\to0$ the slow layer dominates both distance and time, and $Tv/s$ tends to $v/u_{\rm B}=11.6$. The factor 3 is a property of the electron-free part, idealized with zero entry speed, and not of the whole transition from plasma to wall.

\subsection{Collisions and alternating bias}

The gas is taken at 3 mTorr and 400 K, with a rough ion--atom cross-section of $5\times10^{-15}$ cm$^2$. The mean free path $\ell$ is then 27.6 mm, and the fraction of ions that collide within the Child thickness is
\begin{equation}
1-e^{-s/\ell}=1-e^{-0.7531/27.6}=2.7\% .
\end{equation}
The collisionless assumption is good here. At ten times the pressure, with temperature, cross-section and $s$ unchanged, $s/\ell=0.27$ and the fraction is 24\%. The formula would then miss a substantial part of the ions.

The assumption of a steady voltage is more delicate. A common bias frequency is 13.56 MHz, and the Child crossing time is 0.986 of its period. On this estimate the field would go through almost a full cycle during the flight. The steady result cannot be used there unchanged, and the ratio alone does not tell what the true time would be.

At 400 kHz the crossing takes 0.029 of a period. A sinusoidal voltage of angular frequency $\omega$ changes during the flight by at most $\omega T_{\rm C}=2\pi\times0.029=0.18$ of its amplitude, because its rate of change is at most $\omega$ times the amplitude. The steady formula with the momentary voltage then gives the order of the crossing time while the voltage is large, but no more than that. The reason is that the sheath edge moves. A first estimate of its speed lets $s$ follow $V^{3/4}$. For an amplitude equal to the momentary voltage of 200 V, the edge speed can reach $\tfrac34\,\omega s=1.4$ km/s. This is about half the Bohm speed, and the ion current entering the sheath changes accordingly: it rises while the sheath widens and falls while it shrinks. Since $T_{\rm C}$ varies as $J^{-1/2}$, the crossing is shorter than the steady value by about a fifth on the rising voltage and longer by about a third or more on the falling voltage. The edge adjusts on the time $s/u_{\rm B}\approx280$ ns, for which $\omega s/u_{\rm B}\approx0.7$, so $s$ in fact lags behind $V^{3/4}$. The formula fails in the part of the cycle where the sheath voltage is no longer large compared with $T_e$, since the electron-free model fails there.

\subsection{The model beside real etching}

Electron temperatures of a few electronvolts and pressures of a few millitorr are ordinary for high-density etching plasmas. The edge density chosen here, and with it the current density, is one example from a wide range. At a tenth of the density, with $V$ and $T_e$ fixed, both $s$ and $T_{\rm C}$ grow by $\sqrt{10}$, to about 2.4 mm and 230 ns. The voltage of 200 V suits directional reactive etching. The argon step in atomic layer etching of silicon works at lower energies, roughly some tens of electronvolts. At 50 V, with the same plasma, the Child values are 0.27 mm and 51 ns, but $u_{\rm B}/v$ rises to 0.17 and the electron-free factor falls to 2.2. Within the electron-free model, at fixed electron temperature, the factor 3 is thus less accurate at lower ion energies. With electrons included, the factor also depends on the starting plane, and no such general rule follows. Real reactors also often use a bias at 13.56 MHz, which breaks the steady assumption by an amount not computed here. Reactive gases supply several kinds of ions with different masses. This alone does not change the factor 3 in the electron-free model, if all ions are positive, of any charge number, and start from rest. The charge density of each kind is then proportional to $(-\Phi)^{-1/2}$, so the potential keeps the form $-V(x/s)^{4/3}$, and each kind crosses in $3s/v$ with its own impact speed $v$. The Child law with a single mass, however, no longer gives the total current.

For the steady 200 V example, the estimates with Bohm entry give about 70 ns without electrons, and 67 and 147 ns with electrons for the two starting planes, the second falling to about 130 ns once the field outside the sheath is included. The Child value of 73 ns is within 10\% of the time from the plane where the potential has dropped by $T_e$. It should not be used as the time since the ion left the plasma. The full set of values is in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Scaled tests
Poisson, entry speed 1e-4: T v/s = 2.99964
Poisson, entry speed 0.15: u0/v = 0.0990
Poisson, entry speed 0.15: T v/s = 2.50424
Child field, rest at x/s = 1e-6: T v/s = 2.98203
Child field, rest at x/s = 1e-12: T v/s = 2.99982
Uniform field, rest at x = 0: T v/s = 2.00000
Child position at half time: x/s = 0.1250
Uniform position at half time: x/s = 0.2500
Example inputs (rough typical values)
Ion mass = 39.948 u
Sheath voltage = 200 V
Electron temperature = 3.0 eV
Sheath-edge density = 1.0e+11 cm^-3
Gas pressure = 3.0 mTorr
Gas temperature = 400 K
Collision cross-section = 5.0e-15 cm^2
Example results
Bohm speed = 2.692 km/s
Ion current density = 4.313 mA/cm^2
Debye length = 0.0407 mm
Impact speed v = 31.08 km/s
Child sheath thickness s = 0.7531 mm
s/v = 24.23 ns
Child crossing time = 72.69 ns
Uniform-field crossing time = 48.46 ns
Child wall field = 3541 V/cm
Uniform field = 2656 V/cm
Neglected: Bohm entry speed, no electrons
Entry speed / impact speed = 0.0863
Thickness = 0.8489 mm
Crossing time = 69.62 ns
T v/s = 2.559
Neglected: Bohm entry and Boltzmann electrons
From drop of 1.0 Te: thickness = 0.9269 mm
From drop of 1.0 Te: time = 67.12 ns
From drop of 1.0 Te: T v/s = 2.259
From drop of 0.1 Te: thickness = 1.1998 mm
From drop of 0.1 Te: time = 147.00 ns
From drop of 0.1 Te: T v/s = 3.823
Neglected: collisions and radio-frequency bias
Ion mean free path = 27.6 mm
Fraction of ions colliding in s = 2.69 %
Child time / period at 13.56 MHz = 0.986
Child time / period at 0.40 MHz = 0.029
\end{verbatim}
